\section*{Conjugate Gradients and Conductivity Bounds for the Linearized Phonon Boltzmann Equation}

\section{Three conductivities from one matrix}

For a model of the copper lattice at 300 K, the relaxation-time solution of the phonon Boltzmann equation gives a thermal conductivity of $18.44$ W/(m\,K). Multiplying that solution by one well-chosen number gives $21.91$. The full solution gives $26.02$. All three use the same collision matrix, and the second value is guaranteed not to exceed the third. The guarantee comes from the symmetry and positive definiteness of the matrix. Conjugate gradients (CG) turn it into an algorithm with an error bar.

\section{One collision by hand}

Let phonons 1 and 2 merge into phonon 3, with $\omega_1+\omega_2=\omega_3$. With $W$ the squared coupling, the net rate is
\begin{equation}
J=W[n_1n_2(1+n_3)-(1+n_1)(1+n_2)n_3].
\end{equation}
Put $y_i=n_i/(1+n_i)$, so that
\begin{equation}
J=W(1+n_1)(1+n_2)(1+n_3)(y_1y_2-y_3).
\end{equation}
In equilibrium $y_i=e^{-\hbar\omega_i/k_BT}$ and the last bracket vanishes. To first order it is therefore enough to vary that bracket. Write $n_i=n_i^0+n_i^0(n_i^0+1)\Phi_i$. Since $dy/dn=(1+n)^{-2}$, this gives $\delta y_i=y_i\Phi_i$, and
\begin{equation}
\delta J=R(\Phi_1+\Phi_2-\Phi_3),\qquad R=Wn_1^0n_2^0(1+n_3^0).
\end{equation}
Modes 1 and 2 lose $J$ and mode 3 gains it. With $a=(1,1,-1)^T$ the collision term is $\dot n=-R\,a\,(a\cdot\Phi)$. The matrix $R\,aa^T$ is symmetric, and $\Phi\cdot Raa^T\Phi=R(a\cdot\Phi)^2\ge0$.

Take $R=1$, add a boundary loss of 1 to each mode, and choose the drive $b=(1,1,1)^T$. These are bare numbers chosen to show the algebra:
\begin{equation}
P=aa^T+I=\begin{pmatrix}2&1&-1\\1&2&-1\\-1&-1&2\end{pmatrix},\qquad PF=b.
\end{equation}
The quantity sought is $\kappa=b\cdot F$. Keeping just the diagonal $M=2I$ gives $F_R=b/2$ and $\kappa_R=3/2$.

Now scale this solution. For any trial $F$ define $K[F]=2b\cdot F-F\cdot PF$. Since $Pb=(2,2,0)^T$ and $b\cdot Pb=4$,
\begin{equation}
K[sF_R]=3s-s^2,\qquad s=\tfrac32,\qquad K=\tfrac94 .
\end{equation}
The trial is $F_1=\frac34(1,1,1)^T$ and the residual is $r_1=b-PF_1=(-\frac12,-\frac12,1)^T$.

The next direction combines $z_1=M^{-1}r_1=(-\frac14,-\frac14,\frac12)^T$ with the old direction $p_0=b/2$. Choosing $p_1=z_1+\frac12p_0=(0,0,\frac34)^T$ makes $p_0\cdot Pp_1=0$. Here $Pp_1=(-\frac34,-\frac34,\frac32)^T$, $r_1\cdot p_1=\frac34$ and $p_1\cdot Pp_1=\frac98$. The best step is their ratio, $\frac23$, so
\begin{equation}
F_2=(\tfrac34,\tfrac34,\tfrac54)^T,\quad PF_2=b,\quad \kappa=b\cdot F_2=\tfrac{11}{4}.
\end{equation}
Two steps suffice because $M^{-1}P$ has two distinct eigenvalues, $\frac12$ and $2$. The values $\frac32<\frac94<\frac{11}4$ are ordered like the three conductivities of the crystal.

\section{From populations to conductivity}

For a crystal of volume $V$ in a weak uniform gradient along $x$, the steady equation is $v_x(\partial_xT)(\partial n^0/\partial T)=-(P\Phi)$ for each mode. With $\xi=\hbar\omega/k_BT$ one has $dn^0/d\xi=-n^0(n^0+1)$ and $d\xi/dT=-\xi/T$. Setting $\Phi=-(\partial_xT)F$ then gives
\begin{equation}
PF=b,\qquad b=v_xn^0(n^0+1)\frac{\hbar\omega}{k_BT^2}.
\end{equation}
The heat flux is
\begin{equation}
j=\frac1V\sum\hbar\omega v_xn^0(n^0+1)\Phi=-(\partial_xT)\frac{k_BT^2}{V}\,b\cdot F,
\end{equation}
so $\kappa=C\,b\cdot F$ with $C=k_BT^2/V$. From here on $K[F]=C(2b\cdot F-F\cdot PF)$.

\subsection{Bounds on both sides}

Let $P$ be symmetric positive definite and let $PF_*=b$. Symmetry gives $b\cdot F=F_*\cdot PF$. Completing the square,
\begin{equation}
K[F]=\kappa-C(F_*-F)\cdot P(F_*-F)=\kappa-C\,r\cdot P^{-1}r,
\end{equation}
because $r=b-PF=P(F_*-F)$. Hence $K[F]\le\kappa$ for every trial. The error in $K$ is quadratic in the error of $F$.

An upper bound needs a piece of $P$ that is easy to invert. Let $P=B+S$, where $B$ is the positive diagonal boundary part and $S$ is a sum of terms $Raa^T$ with $R\ge0$. Applying the maximum principle just proved to the drive $r$,
\begin{align}
r\cdot P^{-1}r&=\max_g(2r\cdot g-g\cdot Pg)\nonumber\\
&\le\max_g(2r\cdot g-g\cdot Bg)=r\cdot B^{-1}r,
\end{align}
since $g\cdot Sg\ge0$. Therefore
\begin{equation}
K[F]\le\kappa\le K[F]+C\,r\cdot B^{-1}r .
\end{equation}
In the hand example $r_1\cdot r_1=\frac32$, so the first step gives $\frac94\le\kappa\le\frac{15}4$. This upper bound is lost if a mode with nonzero residual has zero boundary loss.

\section{The CG recursion}

Along a direction $p$, $K[F+sp]=K[F]+C(2s\,r\cdot p-s^2p\cdot Pp)$, which is largest at $s=r\cdot p/(p\cdot Pp)$. Start with $F_0=0$, $r_0=b$, $p_0=z_0=M^{-1}b$, $M=\mathrm{diag}\,P$, and repeat
\begin{align}
s_m&=\frac{r_m\cdot z_m}{p_m\cdot Pp_m},\quad F_{m+1}=F_m+s_mp_m,\nonumber\\
r_{m+1}&=r_m-s_mPp_m,\quad z_{m+1}=M^{-1}r_{m+1},\nonumber\\
p_{m+1}&=z_{m+1}+\frac{r_{m+1}\cdot z_{m+1}}{r_m\cdot z_m}\,p_m .
\end{align}

These short formulas follow by induction. Suppose the directions so far satisfy $p_i\cdot Pp_j=0$ for $i\ne j$. The line maximum makes $r_{m+1}\cdot p_m=0$. For $j<m$, $r_{m+1}\cdot p_j=r_m\cdot p_j-s_mp_j\cdot Pp_m=0$. The $z_j$ span the same space as the $p_j$, so $r_{m+1}\cdot z_j=0$ for $j\le m$; equivalently $r_j\cdot z_{m+1}=0$. Now
\begin{equation}
p_j\cdot Pz_{m+1}=\frac{(r_j-r_{j+1})\cdot z_{m+1}}{s_j},
\end{equation}
where symmetry has moved $P$ onto $p_j$. This vanishes for $j<m$ and equals $-r_{m+1}\cdot z_{m+1}/s_m$ for $j=m$. One correction, along $p_m$, therefore restores conjugacy. Since $p_m\cdot Pp_m=r_m\cdot z_m/s_m$, its coefficient is the one stated. Finally, $r_m\cdot p_m=r_m\cdot z_m$, because $p_m-z_m$ is proportional to $p_{m-1}$.

The residual is orthogonal to the whole search space, so $F_m$ maximizes $K$ over that space. In exact arithmetic $K$ can therefore only rise. Evaluate $K=C(b\cdot F+r\cdot F)$ at each step, which needs no further matrix product, and stop when $C\,r\cdot B^{-1}r$ is below the chosen fraction of $K$.

\section{A symmetric matrix for a crystal}

On a finite grid energy conservation is smeared: $\delta(\omega_1+\omega_2-\omega_3)$ becomes a Gaussian $\delta_\sigma$ of width $\sigma$. The usual lifetime factors for the three modes,
\begin{equation}
n_1(n_1+1)(n_2-n_3),\; n_2(n_2+1)(n_1-n_3),\; n_3(n_3+1)(1+n_1+n_2),
\end{equation}
taken in equilibrium, agree on shell. There detailed balance reads $n_1n_2=n_3(1+n_1+n_2)$, and substitution turns each into $n_1n_2(1+n_3)$. Off shell they differ, and using each in its own row destroys symmetry. Use instead the geometric mean of the forward and backward factors:
\begin{equation}
\prod_{i=1}^3\sqrt{n_i(n_i+1)}=\prod_{i=1}^3\frac1{2\sinh(\hbar\omega_i/2k_BT)}.
\end{equation}
It is positive, shared by all three rows, and correct on shell. Then
\begin{align}
P&=B+\tfrac12\sum_{\lambda,\lambda'}\sum_{\lambda''}R\,aa^T,\quad a=e_\lambda+e_{\lambda'}-e_{\lambda''},\\
R&=\frac{2\pi}{\hbar^2}|V_3|^2\delta_\sigma\prod_i\frac1{2\sinh(\hbar\omega_i/2k_BT)}.
\end{align}
Here $e_\lambda$ is the unit vector of mode $\lambda$. The half removes double counting of ordered pairs. It also serves $\lambda=\lambda'$: the matrix element is then $V_3/2$, and $\langle n(n-1)\rangle=2(n^0)^2$, so the rate is half the generic formula. The boundary part is $B=\mathrm{diag}[n^0(n^0+1)|v|/L]$.

The example has one atom of mass $m$ per cell, $N$ cells, and nearest-neighbour bonds $d=r_0\hat d$ with Morse energy $U(1-e^{-\alpha\delta})^2$. Its second and third derivatives at the minimum are $k=2U\alpha^2$ and $g=-3\alpha k$. For a relative displacement $u$, the stretch is $\delta=u_\parallel+u_\perp^2/2r_0$ to second order, so the cubic energy is
\begin{equation}
\frac g6u_\parallel^3+\frac{k}{2r_0}u_\parallel u_\perp^2\equiv\frac16\Psi^d_{abc}u_au_bu_c .
\end{equation}
With $c_d(q)=e^{iq\cdot d}-1$ and $q''=q+q'$ up to a reciprocal vector, inserting phonon displacements of amplitude $\sqrt{\hbar/2mN\omega}$ gives
\begin{equation}
|V_3|^2=\frac{\hbar^3}{8m^3N\omega\omega'\omega''}\Big|\sum_{d,abc}\Psi^d_{abc}\epsilon_a\epsilon'_b\epsilon''_c\,c_d(q)c_d(q')c_d^*(q'')\Big|^2 .
\end{equation}
The sum takes each of the six bond directions once. The squared frequencies $\omega^2$ and real polarizations $\epsilon$ are eigenpairs of $D_{ab}=(k/m)\sum_d\hat d_a\hat d_b(2-2\cos q\cdot d)$. First-principles force constants need their own $D$ and the general formula for $V_3$, since their cubic terms are not limited to pair bonds; the solver is unchanged.

\section{Reading the convergence}

The crystal has $k=27$ N/m, $\alpha=14$ nm$^{-1}$, lattice constant $0.361$ nm and $L=50$ nm. The $7\times7\times7$ grid, without its zero-wavevector modes, has 1026 modes; $\sigma/2\pi=0.40$ THz. The bounds, in W/(m\,K), are
\begin{center}
\begin{tabular}{ccc}
CG step & lower & upper\\
1 & 21.907 & 107.07\\
2 & 25.447 & 28.871\\
3 & 25.985 & 27.425\\
4 & 26.016 & 26.024
\end{tabular}
\end{center}
After four steps the bracket is $0.03\%$ of the conductivity. A dense solution gives $26.017$, inside it. The first upper bound is loose because replacing $P$ by $B$ discards all phonon--phonon scattering: the true error of the first step is $4.11$ W/(m\,K), while the bound allows $85.16$.

The opening values can now be connected. For $F_R=M^{-1}b$ the relaxation-time value is $\kappa_R=C\,b\cdot F_R=18.44$, while $K[F_R]=21.36$. Hence $C\,F_R\cdot PF_R=2(18.44)-21.36=15.52$, and the best scaling gives
\begin{equation}
K_1=\frac{\kappa_R^2}{C\,F_R\cdot PF_R}=\frac{18.44^2}{15.52}=21.91 .
\end{equation}
Moreover $C\,F_R\cdot MF_R=\kappa_R$, so the off-diagonal part contributes $15.52-18.44=-2.92$ to the quadratic form. Scattering into modes returns part of what the diagonal counts as lost. In this model the relaxation-time value is thus certified to be too low. With a positive off-diagonal contribution $\kappa_R$ could lie above $\kappa$; it is not a bound in general.

\subsection{Spectrum and fixed-point iteration}

The simpler iteration $F\leftarrow F+M^{-1}(b-PF)$ multiplies an error component by $1-\mu$, where $\mu$ is an eigenvalue of $M^{-1}P$. It needs $\mu<2$ for every component present. Cauchy--Schwarz gives $(x_1+x_2-x_3)^2\le3(x_1^2+x_2^2+x_3^2)$, so $\mu\le3$; coincident modes and the boundary part respect the same limit. The hand example has $\mu=2$ along $a$. Its error there flips sign forever, while CG finishes in two steps.

Inversion maps $q$ to $-q$. The drive is odd and $P$ respects inversion, so the solution is odd. In the crystal the odd eigenvalues run from $0.460$ to $1.591$, and fixed-point iteration converges: it needs 15 steps for a relative error of $10^{-8}$ in $K$, against 7 for CG. The largest eigenvalue overall, $2.523$, belongs to the even sector. A rounding error along its eigenvector grows in size by a factor $1.523$ per fixed-point step. In floating point the iteration therefore converges at first and diverges if continued, unless it is stopped in time or projected onto the odd sector.

For CG, $F_m$ minimizes the energy error over polynomials $Q_m(\mu)$ with $Q_m(0)=1$. A Chebyshev polynomial scaled to the interval $[\mu_{\min},\mu_{\max}]$ gives
\begin{equation}
\kappa-K_m\le4\kappa\rho^{2m},\qquad \rho=\frac{\sqrt c-1}{\sqrt c+1},\qquad c=\frac{\mu_{\max}}{\mu_{\min}} .
\end{equation}
The reason is that its value at $\mu=0$ before normalization is $(\rho^m+\rho^{-m})/2\ge\rho^{-m}/2$, while on the interval its magnitude is at most 1. Here $c=3.455$ and $\rho=0.300$. At $m=4$ the estimate is $2.7\times10^{-4}$; the actual relative error is $3.1\times10^{-5}$.

\subsection{What lost symmetry costs}

Using the three different off-shell factors gives a relative asymmetry $\|A-A^T\|/\|A\|=0.022$ in the Frobenius norm, where $A$ is the three-phonon part of the matrix without the boundary diagonal. The dense conductivity moves to $26.49$, a rise of $1.8\%$. This shift comes from the changed off-shell rates, not from the asymmetry itself: the symmetric part of the same matrix gives nearly the same value. The asymmetry shows in the convergence. After 11 CG steps the relative residual is $5.6\times10^{-7}$, against $2.4\times10^{-8}$ for the symmetric matrix. CG has not broken down at this small asymmetry, but the proofs of monotonicity and of both bounds no longer apply.

\section{What the bracket leaves out}

The bracket concerns the discretized equation. At fixed smearing, grids with 5, 7 and 9 points per direction give $25.7$, $26.0$ and $25.9$ W/(m\,K). That agreement is deceptive: on the 7-point grid, smearing widths of $0.20$, $0.40$ and $0.80$ THz give $29.5$, $26.0$ and $20.0$. The physical prediction is therefore uncertain by several W/(m\,K), however small the CG residual. A converged calculation must refine the grid while reducing $\sigma$, keeping enough events inside each Gaussian.

Diagonal populations also omit coherences between degenerate modes. In the basis chosen for transport along $x$, the conductivity along $y$ differs by $0.06\%$, although cubic symmetry requires equality. This measures one basis effect, not the full coherence contribution.

The bond parameters are rough copper-like values. The lattice part of bulk copper's conductivity is roughly 10 to 20 W/(m\,K). The model's $26$ is high, all the more so because it includes a 50 nm boundary loss that bulk copper lacks; without that loss the same grid and smearing give about $42$. The model illustrates the solver and does not predict copper's lattice conductivity. Adding phonon--electron scattering, with a rough density of states of $0.15$ per eV, spin and atom and coupling $0.13$, lowers the model value to $21.5$. Adding isotope scattering alone gives $23.8$. At 400 K, with the other settings fixed, the model gives $21.8$. For motion along a bond alone, the quartic Morse term raises the stiffness by about $5.5\%$ at 300 K; transverse motion offsets part of this. The estimate signals higher anharmonicity but does not give a four-phonon rate. Thermal expansion is also absent.

The heat-weighted mean free path is $13.2$ nm. Since a mode's boundary share of its diagonal loss is its mean free path divided by $L$, the heat-weighted share, with relaxation-time weights, is $13.2/50=26\%$. This is a share of the diagonal loss and not the reduction of $\kappa$: the drop from about $42$ to $26$ is $38\%$. Real interconnects have position-dependent surface and grain scattering in place of this uniform rate. Electrons carry most of the heat in copper: the Wiedemann--Franz law with a rough bulk resistivity of 17 n$\Omega$\,m gives about $430$ W/(m\,K). Narrow lines have higher resistivity, and doubling it would halve this estimate. Surfaces and grain boundaries reduce the lattice part as well, so its fraction can rise or fall. With $26$ against roughly $215$ W/(m\,K), it is still a minority. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
Lattice constant 0.361 nm; atomic mass 63.55 u
Bond stiffness 27.0 N/m; Morse inverse range 14.0 1/nm
Morse depth 0.430 eV; bond length 0.2553 nm
Temperature 300 K; boundary length 50 nm
Smearing 0.40 THz; main grid 7x7x7; modes 1026
Longitudinal frequency at X 7.201 THz
Cubic vertex relative error against energy differences 4.3e-05
Median phonon lifetime 5.90 ps
Heat-weighted mean free path 13.22 nm
CG step: lower bound, upper bound (W/m/K), relative residual
   1: 21.9070824  107.0708611  4.07e-01
   2: 25.4465210  28.8708577  2.09e-01
   3: 25.9846757  27.4246449  4.87e-02
   4: 26.0159907  26.0238781  5.95e-03
   5: 26.0167787  26.0174072  9.42e-04
   6: 26.0167986  26.0168121  1.83e-04
   7: 26.0167993  26.0167995  2.43e-05
   8: 26.0167993  26.0167993  4.46e-06
   9: 26.0167993  26.0167993  1.05e-06
  10: 26.0167993  26.0167993  1.48e-07
Last CG step 11: relative residual 2.39e-08
Dense-solution conductivity 26.0167993 W/m/K
Relaxation-time conductivity 18.44124 W/m/K
Functional at unscaled relaxation-time solution 21.35876 W/m/K
Odd-sector eigenvalues: min 0.4604, max 1.5909
All-sector largest eigenvalue 2.5232; odd condition number 3.455
Steps to relative error 1e-8: CG 7, fixed point 15 (cap 400)
Relative asymmetry: symmetric build 3.0e-17, inconsistent build 0.0220
Inconsistent build: dense conductivity 26.48703 W/m/K
Inconsistent build: residual after 11 CG steps 5.62e-07
Conductivity on grids 5, 7, 9: 25.6509, 26.0168, 25.8781 W/m/K
Smearing 0.20 and 0.80 THz: 29.4647, 19.9665 W/m/K
Conductivity along y in same mode basis 26.00086 W/m/K
Conductivity at 400 K 21.7581 W/m/K
Electron inputs: DOS 0.15 1/eV/spin/atom, coupling 0.13
With phonon-electron scattering 21.5109 W/m/K
Isotope variance 2.114e-04; with isotope scattering 23.7908 W/m/K
RMS bond stretch 0.00898 nm; quartic stiffening 5.53 %
Resistivity input 17.0 nohm m; electronic conductivity 431.1 W/m/K
\end{verbatim}
